# Anderson–Weiss decay: from a Gaussian line to a narrowed Lorentzian core, part 2

Spins precess about a static field at frequency $\omega_0+\delta(t)$. The noise $\delta$ acts along that field and is stationary and Gaussian, with zero mean, root-mean-square offset $\Delta$ and correlation time $\tau_c$:

$$
C(t-t')=\langle\delta(t)\delta(t')\rangle=\Delta^2e^{-|t-t'|/\tau_c}. \tag{4}
$$

We ask how closely the resulting line approaches its Gaussian and Lorentzian limits. Frequencies are angular, $\omega$ is measured from $\omega_0$, and $k=\Delta\tau_c$. HWHM means half-width at half maximum. The numerical example has $\Delta=2.0\times10^4$ rad/s.

With the phase $\varphi(t)=\int_0^t\delta(t')\,dt'$, the normalized decay $G=\langle e^{i\varphi}\rangle$ obeys

$$
G(t)=e^{-\langle\varphi^2(t)\rangle/2}. \tag{7}
$$

For any stationary noise with integrable $C$,

$$
\langle\varphi^2\rangle=2\int_0^t(t-u)\,C(u)\,du. \tag{8}
$$

With (4) this gives

$$
G(t)=\exp\left\{-\Delta^2\tau_c^2\left[e^{-t/\tau_c}-1+\frac{t}{\tau_c}\right]\right\}, \tag{10}
$$

or

$$
G(t)=e^{-k^2f(t/\tau_c)},\qquad f(x)=e^{-x}-1+x. \tag{19}
$$

For frozen Gaussian offsets,

$$
G(t)=e^{-\Delta^2t^2/2}. \tag{2}
$$

The decay also follows, without (10), from

$$
\frac{dF_n}{dt}=-\frac{n}{\tau_c}F_n+i\Delta\left(F_{n+1}+nF_{n-1}\right). \tag{17}
$$

Here $F_n=\langle H_n(\delta/\Delta)\,e^{i\varphi}\rangle$, $F_0=G$, and the polynomials $H_n$ are defined by $e^{zy-z^2/2}=\sum_{n=0}^\infty\frac{z^n}{n!}H_n(y)$. Initially $F_0=1$ and all other $F_n$ vanish.

For comparison, non-Gaussian (telegraph) noise jumps between $\pm\Delta$ at rate $r$ in each direction. It has the correlation function (4) if $2r=1/\tau_c$, and gives

$$
G''+2rG'+\Delta^2G=0. \tag{18}
$$

The line shape and its inverse relation are

$$
I(\omega)=\frac1\pi\int_0^\infty G(t)\cos\omega t\,dt, \tag{20}
$$

$$
G(t)=\int_{-\infty}^{\infty}I(\omega)\cos\omega t\,d\omega. \tag{21}
$$

The frozen decay (2) gives a Gaussian line of HWHM $\Delta\sqrt{2\ln2}$:

$$
I_G(\omega)=\frac{1}{2\pi}\int_{-\infty}^\infty e^{-\Delta^2t^2/2-i\omega t}dt
=\frac{1}{\sqrt{2\pi}\,\Delta}e^{-\omega^2/2\Delta^2}. \tag{22}
$$

A pure exponential decay of rate $\gamma=\Delta^2\tau_c$ gives a Lorentzian of HWHM $\gamma$:

$$
I_L(\omega)=\frac1\pi\,\mathrm{Re}\int_0^\infty e^{-(\gamma-i\omega)t}dt
=\frac1\pi\,\frac{\gamma}{\gamma^2+\omega^2}. \tag{23}
$$

### 10. Slow noise: the Gaussian line

For $0\le y\le x$ we have $1-y\le e^{-y}\le1$. Integrating over $y$ from 0 to $x$ gives

$$
x-\frac{x^2}{2}\le1-e^{-x}\le x .
$$

The middle term is $f'(x)$, and $f(0)=0$. A second integration gives

$$
\frac{x^2}{2}-\frac{x^3}{6}\le f(x)\le\frac{x^2}{2}. \tag{24}
$$

Let $s=\Delta t$, so that $t/\tau_c=s/k$, and write $G_G=e^{-s^2/2}$. By (24) the exponent in (19) is smaller than $s^2/2$ by an amount $d$ with $0\le d\le s^3/6k$. Therefore

$$
0\le G-G_G=G\left(1-e^{-d}\right)\le G\,\frac{s^3}{6k}. \tag{25}
$$

The difference is nowhere negative. Since $|\cos\omega t|\le1$, its transform is largest in size at $\omega=0$:

$$
|I(\omega)-I_G(\omega)|\le I(0)-I_G(0). \tag{26}
$$

The error at the centre thus bounds the error of the whole line.

To see that this error vanishes, $G$ in (25) must be bounded by something that does not depend on $k$. By (8) and (7), the exponent is $\int_0^s(s-v)e^{-v/k}dv$, which grows with $k$ at fixed $s$. For $k\ge1$ it is at least its value at $k=1$, so $G\le e^{-f(s)}$. Then

$$
0\le\pi\Delta\,[I(0)-I_G(0)]\le\frac{1}{6k}\int_0^\infty s^3e^{-f(s)}ds ,
$$

and the integral is finite because $f(s)$ grows like $s$. The error falls at least as fast as $1/k$.

Its leading value follows by multiplying (25) by $k$ and letting $k\to\infty$. At fixed $s$, $d\simeq s^3/6k$ and $G\to e^{-s^2/2}$, so the integrand tends to $s^3e^{-s^2/2}/6$. The bound just used permits taking the limit under the integral. With $v=s^2/2$ and $s\,ds=dv$,

$$
\int_0^\infty s^3e^{-s^2/2}ds=\int_0^\infty2v\,e^{-v}dv=2,
$$

and hence

$$
\pi\Delta I(0)\simeq\sqrt{\frac{\pi}{2}}+\frac{1}{3k},\qquad k\gg1. \tag{27}
$$

Relative to the Gaussian peak the error is about $0.27/k$. The line computed from (17) at $k=50$ has an excess over $\sqrt{\pi/2}$ which, multiplied by $k$, is 0.335. The limit is 1/3.

Slow motion therefore makes the line slightly taller than the distribution of offsets. Spins whose offsets change lose their phase agreement a little more slowly than frozen ones.

### 11. Fast noise: the Lorentzian core

Separate the linear term of $f$ in (19):

$$
G(t)=e^{-\gamma t}\exp\left[k^2\left(1-e^{-t/\tau_c}\right)\right],
\qquad\gamma=\Delta^2\tau_c. \tag{28}
$$

The second exponent lies between 0 and $k^2$. Consequently

$$
0\le G(t)-e^{-\gamma t}\le\left(e^{k^2}-1\right)e^{-\gamma t}.
$$

The difference is again nonnegative, and its transform is again largest in size at the centre. The integral of $e^{-\gamma t}$ is $1/\gamma$, and the Lorentzian peak is $I_L(0)=1/\pi\gamma$, so

$$
\frac{|I(\omega)-I_L(\omega)|}{I_L(0)}\le e^{k^2}-1. \tag{29}
$$

This bound holds for every $k$ and is useful for small $k$. The largest errors found from (17), relative to the Lorentzian peak, are:

| $k$ | largest error | bound (29) |
|---|---|---|
| 0.1 | 0.00995 | 0.01005 |
| 0.2 | 0.0392 | 0.0408 |
| 0.5 | 0.224 | 0.284 |

The errors are measured against the peak. Equation (29) says little about the far wings, where the line itself is tiny. There the Lorentzian fails, as Section 14 shows.

### 12. The line as a sum of Lorentzians

The width can be found more closely. Put $a=k^2$ and expand the part of (28) that contains $e^{-t/\tau_c}$:

$$
G(t)=e^a\sum_{n=0}^\infty\frac{(-a)^n}{n!}\,e^{-(a+n)t/\tau_c}, \tag{30}
$$

where $\gamma=a/\tau_c$ has been used. The series converges so fast that it may be integrated term by term. With $\nu=\omega\tau_c$, each exponential gives a Lorentzian as in (23):

$$
\frac{\pi I}{\tau_ce^a}=\frac{a}{a^2+\nu^2}+R(\nu),
\qquad
R(\nu)=\sum_{n=1}^\infty\frac{(-a)^n}{n!}\,\frac{a+n}{(a+n)^2+\nu^2}. \tag{31}
$$

The first term is a Lorentzian of HWHM $\Delta^2\tau_c$ and area $e^a$, which for small $a$ is slightly more than one. The $n=1$ term has the width $(1+a)/\tau_c$ and a negative area $-ae^a$. All areas together give $e^ae^{-a}=1$.

For small $a$ the half-height point has $\nu$ of order $a$. There $\nu^2$ changes $R$ only at order $a^3$, so from the centre to half height $R$ is a constant $c$ up to that order. The terms $n=1$ and $n=2$ give

$$
c=-\frac{a}{1+a}+\frac{a^2}{2}\,\frac{1}{2+a}+\dots
=-a+a^2+\frac{a^2}{4}+O(a^3)=-a+\frac54a^2+O(a^3).
$$

At the centre the right side of (31) is $1/a+c$. Half height therefore requires

$$
\frac{a}{a^2+\nu^2}+c=\frac12\left(\frac1a+c\right)
\quad\Longrightarrow\quad
\frac{a}{a^2+\nu^2}=\frac{1-ac}{2a}.
$$

Solving for $\nu^2$,

$$
\nu^2=\frac{2a^2}{1-ac}-a^2=a^2\,\frac{1+ac}{1-ac}.
$$

Since $ac$ is of order $a^2$, the square root is $\nu=a(1+ac)$ up to a relative error of order $a^4$. The $O(a^3)$ terms neglected in $R$ also change $\nu$ by a relative amount of order $a^4$. Inserting $c$ and dividing by $\tau_c$,

$$
\mathrm{HWHM}=\Delta^2\tau_c\left[1-k^4+\frac54k^6+O(k^8)\right]. \tag{32}
$$

There is no correction of order $k^2$. The error of the peak does begin at that order: by (31), the peak relative to the Lorentzian one is $e^a(1+ac)=1+a-a^2/2+O(a^3)$. For $k=0.1$ the excess is $0.01-0.00005=0.00995$, the first error in the table above. The $k^2$ term comes from $e^a$, which scales the narrow component without changing its width.

At $k=0.1$, (32) predicts that $1-\mathrm{HWHM}/\Delta^2\tau_c$, divided by $k^4$, is $1-0.0125=0.9875$. The line from (17) gives 0.9874.

### 13. Widths for one noise strength

Keep $\Delta=2.0\times10^4$ rad/s and vary $\tau_c$. The Gaussian limit of the HWHM is

$$
\Delta\sqrt{2\ln2}=23\,550\ \text{rad/s}.
$$

For $\tau_c=5$ µs the Lorentzian limit is

$$
\Delta^2\tau_c=(2.0\times10^4)^2(5\times10^{-6})=2000\ \text{rad/s}.
$$

The widths of the full line (20) are:

| $\tau_c$ (µs) | $k$ | HWHM (rad/s) | HWHM$/\Delta^2\tau_c$ |
|---|---|---|---|
| 1000 | 20 | 23,130 | 0.058 |
| 200 | 4 | 21,470 | 0.268 |
| 50 | 1 | 15,380 | 0.769 |
| 10 | 0.2 | 3994 | 0.9985 |
| 5 | 0.1 | 1999.8 | 0.9999 |

At $k=20$ the HWHM is 3682 Hz, or 98% of the Gaussian limit. At $k=0.1$ it is 318 Hz, a narrowing by a factor of 11.6 although the strength of the noise is unchanged.

At $k=1$ the two limiting formulas give 23,550 and 20,000 rad/s, and the true width is smaller than both. In all five rows the width lies below both limits. For small $k$ the sign of the first correction in (32) explains why it is below $\Delta^2\tau_c$.

Equation (32) should not be used near $k=1$, where its successive terms are of similar size. At $k=0.2$ it gives $1-0.0016+0.00008=0.9985$, as in the table.

### 14. Where the Lorentzian ends

A Lorentzian falls as $\omega^{-2}$ and has no finite second moment. The true line behaves differently, because its decay starts with zero slope.

Integrate (20) by parts four times. Contributions from $t\to\infty$ vanish, since $G$ and its derivatives decay exponentially. At $t=0$ the sine terms vanish and the cosine terms remain:

$$
\pi I(\omega)=-\frac{G'(0)}{\omega^2}+\frac{G'''(0)}{\omega^4}
+\frac{1}{\omega^4}\int_0^\infty G''''(t)\cos\omega t\,dt. \tag{33}
$$

Derivatives at zero are taken from the side $t>0$. The last integral tends to zero for large $\omega$, because the cosine oscillates ever faster against a smooth integrable function.

With $f(x)=x^2/2-x^3/6+\dots$, (19) gives

$$
G(t)=1-\frac{\Delta^2t^2}{2}+\frac{\Delta^2t^3}{6\tau_c}+O(t^4). \tag{34}
$$

Thus $G'(0)=0$, $G''(0)=-\Delta^2$ and $G'''(0)=\Delta^2/\tau_c$. The far wing is

$$
I(\omega)\simeq\frac{\Delta^2}{\pi\tau_c\,\omega^4},
\qquad|\omega|\gg\Delta,\ 1/\tau_c. \tag{35}
$$

At $k=1$ and $\omega=100\Delta$ the line computed from (17) is 1.0009 times this value.

For fast noise, (31) shows where the change takes place. Let $k\ll1$ and $|\omega|\gg\Delta^2\tau_c$, so that $\nu\gg a$. To leading order in $a$ the terms $n=0$ and $n=1$ give

$$
\pi I\simeq\tau_c\left[\frac{a}{\nu^2}-\frac{a}{1+\nu^2}\right]
=\frac{\tau_ca}{\nu^2(1+\nu^2)},
$$

or, in the original symbols,

$$
I(\omega)\simeq\frac{\Delta^2\tau_c}{\pi\omega^2}\,\frac{1}{1+\omega^2\tau_c^2}. \tag{36}
$$

For $|\omega|\gg1/\tau_c$, where the two terms nearly cancel, this agrees with the independent result (35), so the neglected orders in $a$ do no harm there. The first factor is the wing of the Lorentzian (23). The second cuts it off near $|\omega|=1/\tau_c$. So the narrowed line is Lorentzian for $|\omega|\ll1/\tau_c$. This range covers many half-widths, because $1/\tau_c$ divided by $\Delta^2\tau_c$ is $1/k^2$.

### 15. The second moment does not narrow

Differentiate (21) twice with respect to $t$ and set $t=0$. This is permitted because $\omega^2I$ falls as $\omega^{-2}$ and is integrable. The result is

$$
\int_{-\infty}^\infty\omega^2I(\omega)\,d\omega=-G''(0)=\Delta^2. \tag{37}
$$

The second moment is the same for every $\tau_c$. Motion narrows the core and carries the second moment into the wings. For $k\ll1$, (36) shows this directly. Multiplied by $\omega^2$ and integrated up to $|\omega|=W$, it gives

$$
\frac{2\Delta^2}{\pi}\arctan(W\tau_c),
$$

which tends to $\Delta^2$ for large $W$. Half of it comes from beyond $|\omega|=1/\tau_c$, where the line is already very weak.

For $\tau_c=10$ µs take $W=10\,\Delta^2\tau_c=40\,000$ rad/s, ten times the Lorentzian half-width. Then $W\tau_c=0.4$, and the estimate is $(2/\pi)(0.381)\Delta^2=0.24\,\Delta^2$. It is somewhat too large, because (36) overestimates the line near the centre. Integration of the full line gives $0.21\,\Delta^2$ inside this range and $1.000\,\Delta^2$ in total, with (35) used for the part beyond $|\omega|=500\,\Delta$. For this narrowed line, a measurement that loses everything beyond ten half-widths in the baseline would miss nearly four fifths of the second moment.

The fourth moment diverges, since $\omega^4I$ tends to a constant by (35). The cause is the exponential memory at very short times. From (7) and (8), the second derivative of the exponent $\langle\varphi^2\rangle/2$ is $C(t)$, so $G'''(0)=-C'(0)$, with the derivative again taken from $t>0$. The correlation function (4) has a kink at zero, and $-C'(0)=\Delta^2/\tau_c$. If the physical noise is smooth on some shorter time, $C'(0)=0$ and the $\omega^{-4}$ term is absent at the highest frequencies.

### 16. Conditions for using the result

Three assumptions carry the result, and each can fail separately.

The noise is assumed to be Gaussian, and outside the fast regime the decay can depend strongly on this. In the frozen limit a Gaussian distribution of the offsets is enough, since (2) uses nothing else. An offset produced by many independent sources of comparable size, none of them dominant, is a good candidate. Dilute magnetic moments placed at random are not: with a coupling falling as $1/r^3$ the nearest few dominate, the distribution of offsets is close to Lorentzian, and the frozen decay is exponential in $t$ rather than Gaussian. A spin that jumps between two sites is not, as (18) shows.

The memory must be exponential for (10) itself. With another integrable correlation function, (7) and (8) still hold for Gaussian noise. If $C$ falls off fast enough for $\int_0^\infty u|C(u)|\,du$ to be finite, (8) gives at long times

$$
\frac{\langle\varphi^2\rangle}{2}\simeq t\int_0^\infty C(u)\,du-\int_0^\infty u\,C(u)\,du .
$$

The final decay rate is then the area under the correlation function from $u=0$ to infinity, which for (4) is $\Delta^2\tau_c$. Noise with a very long memory may have no such rate.

The noise must act along the static field. Transverse fluctuating fields can flip spins, which adds a decay that (10) does not contain. A spread of frequencies in which each spin keeps its own value permanently, as for spins fixed in place in an uneven magnet, is not narrowed. If it is independent of the noise, its phase factor averages separately and multiplies $G(t)$.

The main computed values are collected in the numerical output that follows.

## Computed results

```
Delta = 20000.0 rad/s = 3183.1 Hz
Gaussian-limit HWHM = 23548.2 rad/s = 3747.8 Hz
tau_c = 1000 us: k = 20.00, Delta^2 tau_c = 400000.0 rad/s
  HWHM = 23134.7 rad/s = 3682.0 Hz, 1/e time = 71.55 us
  HWHM/Gaussian limit = 0.9824, HWHM/(Delta^2 tau_c) = 0.05784
tau_c = 200 us: k = 4.00, Delta^2 tau_c = 80000.0 rad/s
  HWHM = 21467.7 rad/s = 3416.7 Hz, 1/e time = 75.13 us
  HWHM/Gaussian limit = 0.9116, HWHM/(Delta^2 tau_c) = 0.26835
tau_c = 50 us: k = 1.00, Delta^2 tau_c = 20000.0 rad/s
  HWHM = 15375.4 rad/s = 2447.1 Hz, 1/e time = 92.07 us
  HWHM/Gaussian limit = 0.6529, HWHM/(Delta^2 tau_c) = 0.76877
tau_c = 10 us: k = 0.20, Delta^2 tau_c = 4000.0 rad/s
  HWHM = 3993.9 rad/s = 635.7 Hz, 1/e time = 260.00 us
  HWHM/Gaussian limit = 0.1696, HWHM/(Delta^2 tau_c) = 0.99848
tau_c = 5 us: k = 0.10, Delta^2 tau_c = 2000.0 rad/s
  HWHM = 1999.8 rad/s = 318.3 Hz, 1/e time = 505.00 us
  HWHM/Gaussian limit = 0.0849, HWHM/(Delta^2 tau_c) = 0.99990
Decay for tau_c = 50 us (k = 1):
  t = 25 us: G = 0.8989, Gaussian 0.8825, exponential 0.6065
  t = 50 us: G = 0.6922, Gaussian 0.6065, exponential 0.3679
  t = 100 us: G = 0.3213, Gaussian 0.1353, exponential 0.1353
  t = 200 us: G = 0.0489, Gaussian 0.0003, exponential 0.0183
Long-time prefactor exp(k^2) at k = 1: 2.7183
Sampled G at t = 100 us, k = 1: 0.3231 (40000 trajectories)
Largest |G - Liouville result|: 2.2e-14
k * centre excess at k = 50: 0.3354 (limit 1/3)
k = 0.1: largest line error / Lorentzian peak = 0.00995, bound 0.01005
k = 0.2: largest line error / Lorentzian peak = 0.03923, bound 0.04081
k = 0.5: largest line error / Lorentzian peak = 0.22404, bound 0.28403
(1 - HWHM/(Delta^2 tau_c))/k^4 at k = 0.1: 0.9874
Wing / asymptotic wing at omega = 100 Delta, k = 1: 1.00090
Second moment / Delta^2 at tau_c = 10 us: 1.00000
  part within 10 Delta^2 tau_c of centre: 0.2137
Slow noise, k = 10, Delta t = pi: telegraph G = -0.8545, Gaussian-noise G = 0.0116
Telegraph decay rate / (Delta^2 tau_c) at k = 0.05: 1.00251
```
